# Proton drift time across a thin oxide, with its limits: verification in Python

```python
"""Result under test: a proton drifts across an oxide in t = L*kT/(D*F).
L: thickness, D: diffusivity, F: force of the field on unit charge,
kT: thermal energy. Working units are nm, eV and s, so 1 MV/cm = 0.1 eV/nm.
Also tested: the Einstein relation, diffusion, finite hops, space charge,
release from an image well, isotope ratio and electron tunnelling.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

# Given values
temperature = 300.0
diffusivity_cm2 = 1e-12
field_mv_cm = 1.0
thickness = 10.0
# Rough auxiliary values in the regime of thermal SiO2
hop = 0.3
attempt = 1e13
permittivity = 3.9
sheet_cm2 = 1e12
electron_barrier = 3.1
electron_mass = 0.5
breakdown_mv_cm = 10.0
hot_temperature = 398.0

boltzmann_ev = const.k / const.e
kt = boltzmann_ev * temperature
diffusivity = diffusivity_cm2 * 1e14
force = field_mv_cm * 0.1
mobility_cm2 = diffusivity_cm2 / kt
velocity = diffusivity * force / kt
drift_time = thickness / velocity
peclet = force * thickness / kt
assert round(drift_time * 1e3) == 26

# The same time evaluated wholly in atomic units
pc = const.physical_constants
au_time = pc["atomic unit of time"][0]
au_length = pc["atomic unit of length"][0]
au_field = pc["atomic unit of electric field"][0]
hartree_j = pc["Hartree energy"][0]
length_au = thickness * 1e-9 / au_length
diff_au = diffusivity_cm2 * 1e-4 * au_time / au_length**2
field_au = field_mv_cm * 1e8 / au_field
time_au = length_au * (const.k * temperature / hartree_j) / (diff_au * field_au)
assert abs(time_au * au_time / drift_time - 1) < 1e-7


# Einstein relation on a disordered ring (kT = 1, site spacing = 1)
def ring_generator(site, saddle, pull, phase):
    n = len(site)
    w = np.zeros((n, n), dtype=complex)
    for i in range(n):
        j = (i + 1) % n
        right = np.exp(site[i] - saddle[i] + pull / 2)
        left = np.exp(site[j] - saddle[i] - pull / 2)
        twist = np.exp(-1j * phase) if j == 0 else 1.0
        w[j, i] += right * twist
        w[i, j] += left * np.conj(twist)
        w[i, i] -= right
        w[j, j] -= left
    return w


def ring_velocity(site, saddle, pull):
    w = ring_generator(site, saddle, pull, 0.0).real
    system = w.copy()
    system[0, :] = 1.0
    rhs = np.zeros(len(site))
    rhs[0] = 1.0
    p = np.linalg.solve(system, rhs)
    return len(site) * (p[0] * w[1, 0] - p[1] * w[0, 1])


rng = np.random.default_rng(4)
site = rng.uniform(-1, 1, 8)
saddle = rng.uniform(1.5, 3, 8)
phase = 0.01
slow = np.max(np.linalg.eigvals(ring_generator(site, saddle, 0, phase)).real)
ring_d = -slow * len(site)**2 / phase**2
pull = 1e-3
ring_mu = (ring_velocity(site, saddle, pull)
           - ring_velocity(site, saddle, -pull)) / (2 * pull)
einstein_ratio = ring_mu / ring_d
assert abs(einstein_ratio - 1) < 1e-4


# Passage moments from the backward equation (L = D = 1, drift = p)
def passage_moments(p, n=800):
    h = 1.0 / n
    right = 1 / h**2 + p / (2 * h)
    left = 1 / h**2 - p / (2 * h)
    q = (np.diag(np.full(n, -2 / h**2))
         + np.diag(np.full(n - 1, right), 1)
         + np.diag(np.full(n - 1, left), -1))
    q[0, 1] = 2 / h**2
    first = np.linalg.solve(q, -np.ones(n))
    second = np.linalg.solve(q, -2 * first)
    return first[0], np.sqrt(second[0] - first[0]**2)


def passage_mean(p):
    return 1 / p - (1 - np.exp(-p)) / p**2


for p in (2.0, peclet):
    assert abs(passage_moments(p)[0] / passage_mean(p) - 1) < 1e-4
mean_num, spread_num = passage_moments(peclet)
relative_spread = spread_num / mean_num
spread_estimate = np.sqrt(2 / peclet)
assert abs(relative_spread / spread_estimate - 1) < 0.02
mean_400, spread_400 = passage_moments(400.0)
assert abs(spread_400 / mean_400 / np.sqrt(2 / 400) - 1) < 0.002
passage_time = passage_mean(peclet) * thickness**2 / diffusivity

# Finite hops, compared with diffusion in a tilted cosine potential
hop_rate = diffusivity / hop**2
barrier = kt * np.log(attempt / hop_rate)
half_drop = force * hop / (2 * kt)
hop_gain = np.sinh(half_drop) / half_drop


def cosine_velocity(drop, n=400):
    # drop = field energy per period / kT; period and bare diffusivity are 1
    grid = (np.arange(n) + 0.5) / n
    x, y = grid[:, None], grid[None, :]
    height = barrier / (2 * kt)
    exponent = height * (np.cos(2 * np.pi * x)
                         - np.cos(2 * np.pi * (x + y))) - drop * y
    return -np.expm1(-drop) / np.mean(np.exp(exponent))


small = 1e-5
cosine_gain = (cosine_velocity(2 * half_drop) / (2 * half_drop)
               / (cosine_velocity(small) / small))
assert abs(cosine_gain / hop_gain - 1) < 0.01  # finite saddle curvature
nonlinear_time = drift_time / hop_gain

# Temperature, with attempt frequency and barrier held fixed
hot_kt = boltzmann_ev * hot_temperature
hot_d = hop**2 * attempt * np.exp(-barrier / hot_kt)
hot_time = thickness * hot_kt / (hot_d * force)
decade_barrier = kt * np.log(10)

# Proton sheet at fixed oxide voltage
charge_over_eps = const.e / const.epsilon_0 * 1e9 / permittivity
step = sheet_cm2 * 1e-14 * charge_over_eps


def sheet_field(x):
    return force + step * (x / thickness - 0.5)


cells = 10000
dz = thickness / cells
z = (np.arange(cells) + 0.5) * dz
for centre in (2.0, 7.0):
    weight = (np.abs(z - centre) < 0.1).astype(float)
    weight /= weight.sum()
    rise = step * (np.cumsum(weight) - weight / 2)
    local = rise + force - np.mean(rise)
    assert abs(np.sum(weight * local) / sheet_field(centre) - 1) < 1e-5
charge_ratio = force / step * np.log((force + step / 2) / (force - step / 2))
charge_quad = quad(lambda x: force / sheet_field(x), 0, thickness)[0] / thickness
assert abs(charge_ratio / charge_quad - 1) < 1e-9
charged_time = drift_time * charge_ratio

# Image well beside a metal gate
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9 / permittivity
image = coulomb / 4
work = quad(lambda x: coulomb / (2 * x)**2, hop, np.inf)[0]
assert abs(work / (image / hop) - 1) < 1e-8
image_top = np.sqrt(image / force)
found = minimize_scalar(lambda x: image / x + force * x,
                        bounds=(0.2, 5), method="bounded")
assert abs(found.x - image_top) < 1e-4


def chain_time_sum(energy):
    bond = (energy[:-1] + energy[1:]) / 2
    wells = np.cumsum(np.exp(-energy[:-1] / kt))
    return np.sum(np.exp(bond / kt) * wells) / hop_rate


def chain_time_solve(energy):
    n = len(energy) - 1
    q = np.zeros((n, n))
    for i in range(n):
        right = hop_rate * np.exp((energy[i] - energy[i + 1]) / (2 * kt))
        q[i, i] -= right
        if i + 1 < n:
            q[i, i + 1] = right
        if i > 0:
            left = hop_rate * np.exp((energy[i] - energy[i - 1]) / (2 * kt))
            q[i, i - 1] = left
            q[i, i] -= left
    return np.linalg.solve(q, -np.ones(n))[0]


hops = int(round(thickness / hop))
positions = hop * np.arange(1, hops + 2)
plain_energy = -force * positions
image_energy = plain_energy - image / positions
plain_chain = chain_time_sum(plain_energy)
image_chain = chain_time_sum(image_energy)
for energy, value in ((plain_energy, plain_chain), (image_energy, image_chain)):
    assert abs(chain_time_solve(energy) / value - 1) < 1e-8
assert image_chain > 3 * plain_chain

# Deuteron-to-proton time ratio for the same potential energy
mass_ratio = const.physical_constants["deuteron-proton mass ratio"][0]
quantum_h = const.h * attempt / (const.k * temperature)
quantum_d = quantum_h / np.sqrt(mass_ratio)
levels = np.arange(200) + 0.5
tunnel = []
for u in (quantum_h, quantum_d):
    assert abs(np.sum(np.exp(-levels * u)) * 2 * np.sinh(u / 2) - 1) < 1e-10
    thermal = quad(lambda e: np.exp(-e) / (1 + np.exp(-2 * np.pi * e / u)),
                   -20, 40, points=[0], limit=200)[0]
    tunnel.append((u / 2) / np.sin(u / 2))
    assert abs(thermal / tunnel[-1] - 1) < 1e-6
classical_ratio = np.sqrt(mass_ratio)
level_ratio = np.sinh(quantum_h / 2) / np.sinh(quantum_d / 2)
full_ratio = level_ratio * tunnel[0] / tunnel[1]
assert classical_ratio < level_ratio < full_ratio

# Electron tunnelling through the trapezoidal barrier
wave_factor = np.sqrt(2 * electron_mass * const.m_e * const.e) / const.hbar * 1e-9
voltage = force * thickness
wkb = 4 * wave_factor / (3 * force) * (
    electron_barrier**1.5 - (electron_barrier - voltage)**1.5)
wkb_quad = quad(lambda x: 2 * wave_factor * np.sqrt(electron_barrier - force * x),
                0, thickness)[0]
assert abs(wkb / wkb_quad - 1) < 1e-9


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("temperature", temperature, "K")
show("given proton diffusivity", diffusivity_cm2, "cm2/s")
show("oxide field", field_mv_cm, "MV/cm")
show("oxide thickness", thickness, "nm")
show("thermal energy", kt, "eV", ".5f")
show("proton mobility", mobility_cm2, "cm2/Vs")
show("drift velocity", velocity, "nm/s")
show("drift velocity converted", velocity * 10, "angstrom/s")
show("drift time", drift_time * 1e3, "ms", ".2f")
show("drift time converted", time_au, "atomic units of time")
show("oxide voltage", voltage, "V")
show("field energy over thermal energy P", peclet, "", ".2f")
show("disordered ring: mobility*kT/diffusivity", einstein_ratio, "", ".6f")
show("mean passage time with diffusion", passage_time * 1e3, "ms", ".2f")
show("relative arrival spread, numerical", relative_spread * 100, "%", ".2f")
show("relative arrival spread, sqrt(2/P)", spread_estimate * 100, "%", ".2f")
show("rough hop length", hop, "nm")
show("rough attempt frequency", attempt, "1/s")
show("hop rate per direction", hop_rate, "1/s")
show("implied hopping barrier", barrier, "eV")
show("half field drop per hop over kT", half_drop)
show("finite-hop velocity factor", hop_gain, "", ".4f")
show("cosine-potential velocity factor", cosine_gain, "", ".4f")
show("drift time with finite hops", nonlinear_time * 1e3, "ms", ".2f")
show("hot operating temperature", hot_temperature, "K")
show("drift time when hot", hot_time * 1e3, "ms")
show("barrier change for tenfold time", decade_barrier, "eV")
show("rough relative permittivity", permittivity)
show("chosen proton sheet density", sheet_cm2, "1/cm2")
show("field step at proton sheet", step * 10, "MV/cm")
show("space-charge time factor", charge_ratio, "", ".4f")
show("drift time with space charge", charged_time * 1e3, "ms", ".2f")
show("image energy coefficient", image, "eV nm")
show("distance of image maximum from gate", image_top, "nm")
show("number of hops in gate-start chain", hops)
show("gate-start chain length", hops * hop, "nm")
show("chain time without image well", plain_chain * 1e3, "ms", ".2f")
show("chain time with image well", image_chain * 1e3, "ms")
show("image-well slowing factor", image_chain / plain_chain)
show("deuteron/proton time, classical", classical_ratio, "", ".3f")
show("deuteron/proton time, quantized well", level_ratio, "", ".3f")
show("deuteron/proton time, also tunnelling", full_ratio, "", ".3f")
show("deuteron drift time, classical", drift_time * classical_ratio * 1e3, "ms")
show("deuteron drift time, also tunnelling", drift_time * full_ratio * 1e3, "ms")
show("rough electron barrier", electron_barrier, "eV")
show("rough electron mass ratio", electron_mass)
show("electron WKB exponent", wkb)
show("log10 of electron transmission", -wkb / np.log(10))
show("rough breakdown field", breakdown_mv_cm, "MV/cm")
show("field over rough breakdown field", field_mv_cm / breakdown_mv_cm)
print("done: every assertion held")
```

Printed output:

```
temperature: 300 K
given proton diffusivity: 1e-12 cm2/s
oxide field: 1 MV/cm
oxide thickness: 10 nm
thermal energy: 0.02585 eV
proton mobility: 3.868e-11 cm2/Vs
drift velocity: 386.8 nm/s
drift velocity converted: 3868 angstrom/s
drift time: 25.85 ms
drift time converted: 1.069e+15 atomic units of time
oxide voltage: 1 V
field energy over thermal energy P: 38.68
disordered ring: mobility*kT/diffusivity: 1.000001
mean passage time with diffusion: 25.18 ms
relative arrival spread, numerical: 22.58 %
relative arrival spread, sqrt(2/P): 22.74 %
rough hop length: 0.3 nm
rough attempt frequency: 1e+13 1/s
hop rate per direction: 1111 1/s
implied hopping barrier: 0.5925 eV
half field drop per hop over kT: 0.5802
finite-hop velocity factor: 1.0571
cosine-potential velocity factor: 1.0538
drift time with finite hops: 24.46 ms
hot operating temperature: 398 K
drift time when hot: 0.1214 ms
barrier change for tenfold time: 0.05953 eV
rough relative permittivity: 3.9
chosen proton sheet density: 1e+12 1/cm2
field step at proton sheet: 0.464 MV/cm
space-charge time factor: 1.0185
drift time with space charge: 26.33 ms
image energy coefficient: 0.09231 eV nm
distance of image maximum from gate: 0.9608 nm
number of hops in gate-start chain: 33
gate-start chain length: 9.9 nm
chain time without image well: 23.88 ms
chain time with image well: 727.7 ms
image-well slowing factor: 30.48
deuteron/proton time, classical: 1.414
deuteron/proton time, quantized well: 1.489
deuteron/proton time, also tunnelling: 1.573
deuteron drift time, classical: 36.55 ms
deuteron drift time, also tunnelling: 40.67 ms
rough electron barrier: 3.1 eV
rough electron mass ratio: 0.5
electron WKB exponent: 116.6
log10 of electron transmission: -50.66
rough breakdown field: 10 MV/cm
field over rough breakdown field: 0.1
done: every assertion held
```
